\section*{The Single-Band Effective-Mass Equation in the Luttinger–Kohn Basis, part 2}

An electron moves in a periodic crystal potential $V$ and an added smooth potential $U$, with Hamiltonian $p^2/2m+V+U$, where $m$ is the free-electron mass. The crystal has lattice period $a$ and inversion symmetry; spin-orbit coupling is left out. At $\mathbf k=0$ it has band-edge energies $E_n$, real periodic functions $u_n$ and momentum elements $\mathbf p_{nn'}$ between them. Band $c$ is nondegenerate with its extremum there, $l$ labels the other bands, and $\Delta_l=E_c-E_l$. Numerical values are in eV or meV and nm.

The wave function is $\psi=\sum_{n\mathbf k}A_n(\mathbf k)\chi_{n\mathbf k}$, with $\chi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_n/\sqrt{\mathcal V}$ and $\mathcal V$ the box volume. In this basis $\mathcal H=\mathcal E+W+M+K$. Here $\mathcal E$ is the diagonal matrix of the $E_n$, $W_{lc}=\hbar\mathbf k\cdot\mathbf p_{lc}/m$ connects $c$ with the other bands, $M_{ll'}=\hbar\mathbf k\cdot\mathbf p_{ll'}/m$ acts among those bands, and $K=\hbar^2k^2/2m+U$ is the same in every band.

The unitary transformation $e^{-S}\mathcal He^S$ removes $W$ at lowest order through $[\mathcal E,S]=-W$. Thus $S_{lc}=W_{lc}/\Delta_l$, $S_{cl}=-W_{cl}/\Delta_l$, and all other elements of $S$ are zero. In band $c$ this adds
\begin{equation}
\begin{aligned}
\frac12[W,S]_{cc}
&=\frac12\sum_l\left(W_{cl}S_{lc}-S_{cl}W_{lc}\right)\\
&=\frac12\sum_l\left(\frac{W_{cl}W_{lc}}{\Delta_l}
+\frac{W_{cl}W_{lc}}{\Delta_l}\right)
=\sum_l\frac{W_{cl}W_{lc}}{\Delta_l}.
\end{aligned}
\label{eq:second}
\end{equation}
Let $\tilde F(\mathbf k)$ be the amplitude in the transformed band $c$ and $F(\mathbf r)$ the normalized envelope with these Fourier amplitudes. With $\mathbf k\to-i\nabla$,
\begin{equation}
\left[-\frac{\hbar^2}{2}\sum_{ij}\left(\frac1{m^*}\right)_{ij}
\partial_i\partial_j+U(\mathbf r)\right]F(\mathbf r)
=(E-E_c)F(\mathbf r),
\label{eq:ema}
\end{equation}
where the effective mass is given by
\begin{equation}
\left(\frac1{m^*}\right)_{ij}=\frac{\delta_{ij}}m
+\frac2{m^2}\sum_l\frac{p^i_{cl}p^j_{lc}}{E_c-E_l}.
\label{eq:mass}
\end{equation}

The slow variation of $U$ on a length $L$ was used twice. First, the matrix elements of $U$ contain Fourier components $U_{\mathbf k-\mathbf k'-\mathbf G}$, with $\mathbf G$ a reciprocal lattice vector, and only $\mathbf G=0$ was kept. Second, the commutators of $U$ with $S$ were dropped. In the power counting $k\sim1/L$ and $U\sim1/L^2$, so the leading energies scale as $L^{-2}$.

\subsection{The curvature correction}

The first term that contains a derivative of $U$ and acts within band $c$ is $\frac12[[U,S],S]_{cc}$. The inner commutator has the elements
\begin{equation}
[U,S]_{lc}=\frac{[U,W_{lc}]}{\Delta_l},\qquad
[U,S]_{cl}=-\frac{[U,W_{cl}]}{\Delta_l}.
\end{equation}
The outer commutator then gives
\begin{equation}
\begin{aligned}
\frac12[[U,S],S]_{cc}
&=\frac12\sum_l\frac{-[U,W_{cl}]W_{lc}+W_{cl}[U,W_{lc}]}{\Delta_l^2}\\
&=\sum_l\frac{W_{cl}UW_{lc}
-\frac12UW_{cl}W_{lc}-\frac12W_{cl}W_{lc}U}{\Delta_l^2}.
\end{aligned}
\label{eq:double}
\end{equation}
Define the symmetric tensor
\begin{equation}
g_{ij}=\frac{\hbar^2}{m^2}\sum_l
\frac{p^i_{cl}p^j_{lc}}{(E_c-E_l)^2},
\label{eq:g}
\end{equation}
which has the dimension of length squared. Equation~\eqref{eq:double} becomes
\begin{equation}
\begin{aligned}
\sum_{ij}g_{ij}\left(k_iUk_j-\tfrac12Uk_ik_j-\tfrac12k_ik_jU\right)
&=-\frac12\sum_{ij}g_{ij}[k_i,[k_j,U]]\\
&=\frac12\sum_{ij}g_{ij}\,\partial_i\partial_jU .
\end{aligned}
\label{eq:curv}
\end{equation}
The last step uses $[k_j,U]=-i\partial_jU$ twice, which gives $-\partial_i\partial_jU$.

The term has a direct reading. If $U$ is averaged over displacements $\boldsymbol\xi$ with zero mean and covariance $g_{ij}$, the average is $U+\frac12\sum_{ij}g_{ij}\partial_i\partial_jU$ to second order. The interband length in one dimension is $\sqrt g$, and the correction relative to $U$ is of order $g/L^2$. A constant shift of $U$ has no effect on it.

\subsection{The quartic correction}

The single commutator $[U,S]_{lc}$ couples $c$ to the other bands at order $L^{-3}$. Removing it changes the energy of band $c$ first through its product with the coupling of order $k^2$ found below, at order $L^{-5}$. Its other contributions, such as its square and its product with the coupling of order $k^3$ left by the transformation, are of order $L^{-6}$ or higher. The remaining terms of order $L^{-4}$ therefore do not contain $U$. They are the quartic part $Q(\mathbf k)$ of the band energy $E_c(\mathbf k)$, and can be read from a computed band. A formula in momentum elements follows from the same transformation. Let
\begin{equation}
\alpha(\mathbf k)=\sum_l\frac{|W_{lc}|^2}{\Delta_l},\qquad
\nu(\mathbf k)=\sum_l\frac{|W_{lc}|^2}{\Delta_l^2}
=\sum_{ij}g_{ij}k_ik_j .
\end{equation}

Because $[\mathcal E,S]=-W$, the term with $n$ nested commutators of $W$ has the coefficient $1/n!-1/(n+1)!=n/(n+1)!$. For $n=3$ this is $1/8$. Set $X=[W,S]$ and $Y=[X,S]$. Then
\begin{align}
X_{cc}&=2\alpha,\qquad
X_{ll'}=-W_{lc}W_{cl'}\left(\frac1{\Delta_l}+\frac1{\Delta_{l'}}\right),\\
Y_{lc}&=\sum_{l'}X_{ll'}S_{l'c}-S_{lc}X_{cc}
=-W_{lc}\left(\nu+\frac{3\alpha}{\Delta_l}\right),\\
\frac18[Y,S]_{cc}&=\frac14\sum_l\frac{Y_{cl}W_{lc}}{\Delta_l}
=-\frac14(\nu\alpha+3\alpha\nu)=-\alpha\nu .
\end{align}
In the second line, the sum over $l'$ gives $-W_{lc}(\nu+\alpha/\Delta_l)$ and the last product gives $-2\alpha W_{lc}/\Delta_l$. In the third, $Y_{cl}=Y_{lc}^*$, and the two parts of the commutator are equal.

The commutator $[M,S]$ leaves a coupling of order $k^2$ between $c$ and the other bands,
\begin{equation}
R_{lc}=\sum_{l'}\frac{M_{ll'}W_{l'c}}{\Delta_{l'}} .
\end{equation}
Removing it by a second transformation of the same kind adds $\sum_l|R_{lc}|^2/\Delta_l$, by Eq.~\eqref{eq:second}. Hence
\begin{equation}
Q(\mathbf k)=\sum_l\frac{|R_{lc}|^2}{\Delta_l}-\alpha(\mathbf k)\nu(\mathbf k).
\label{eq:Q}
\end{equation}

Inversion symmetry removes the odd orders. A term with an odd total number of factors $k$ and derivatives of $U$ would need a coefficient that is odd under inversion, and a crystal with inversion symmetry has none for a nondegenerate band. The next terms are therefore of order $L^{-6}$.

\subsection{Relative size and use of the corrections}

The first energy correction is
\begin{equation}
\delta E=\langle F|Q(-i\nabla)|F\rangle
+\frac12\sum_{ij}g_{ij}\langle F|\partial_i\partial_jU|F\rangle .
\label{eq:dE}
\end{equation}
To estimate it in one dimension, write $A=\hbar^2/2m^*$ and $T=A\langle k^2\rangle$, and let one band at distance $E_g$ below $c$ dominate. If the free-electron part of $A$ is small, then $\alpha\approx Ak^2$ and $\nu\approx Ak^2/E_g$. With inversion symmetry $M$ has no diagonal element for this band, so $R$ drops out of the two-band estimate:
\begin{equation}
g\approx\frac A{E_g},\qquad Q\approx-\frac{A^2k^4}{E_g},\qquad
\frac{|\langle Q\rangle|}{T}\approx
\frac T{E_g}\,\frac{\langle k^4\rangle}{\langle k^2\rangle^2}.
\label{eq:twoband}
\end{equation}
In this two-band case the first neglected terms are thus of order $T/E_g$ and $g/L^2$ relative to the kinetic energy. Since $T\sim A/L^2$, both ratios have the same scaling. The last factor in Eq.~\eqref{eq:twoband} is at least one, can be several for a state of the size of the well, and is much larger for a state far wider than the well, so $T/E_g$ is an order of magnitude and not an error bar. The estimate does not carry over to a narrow band far from all others. For $E_c(k)-E_c=2t(1-\cos ka)$ one has $A=ta^2$ and $Q=-Aa^2k^4/12$, so $|\langle Q\rangle|/T=a^2\langle k^4\rangle/12\langle k^2\rangle$, whatever the gap.

Equation~\eqref{eq:dE} should be evaluated as an expectation value. If $Q$ is negative, adding it to the Hamiltonian on a fine grid makes the kinetic energy unbounded below at large $k$, where the expansion has no meaning. First-order perturbation theory is consistent with the order kept: the corrections scale as $L^{-4}$ and the level spacings as $L^{-2}$, so the second-order shift scales as $L^{-6}$.

\subsection{Wave function}

The original amplitudes are $e^S$ applied to the envelope. To first order, $A_c=\tilde F$ and $A_l=S_{lc}\tilde F$, so
\begin{equation}
\psi\approx Fu_c-\frac{i\hbar}m
\sum_l\frac{u_l}{E_c-E_l}\,\mathbf p_{lc}\cdot\nabla F .
\label{eq:psi}
\end{equation}
The weight in the other bands is
\begin{equation}
\sum_{l\mathbf k}|S_{lc}\tilde F|^2
=\sum_{ij}g_{ij}\langle k_ik_j\rangle .
\label{eq:weight}
\end{equation}
The same tensor thus measures the admixture and the curvature correction. It can be computed without a momentum sum. The Bloch function at small $\mathbf k$ has weight $\nu(\mathbf k)$ outside $u_c$, so the squared overlap of its periodic part with $u_c$ is $1-\sum_{ij}g_{ij}k_ik_j$ to second order.

\subsection{A one-dimensional crystal}

The model has $V=V_1\cos(2\pi x/a)+V_2\cos(4\pi x/a)$, with $a=0.5$~nm, $V_1=2$~eV and $V_2=1$~eV. These are round parameters and represent no particular material. The third band at $k=0$ is taken as $c$; the second lies $E_g=1.2751$~eV below it, with $|p_{cv}|/\hbar=12.360$~nm$^{-1}$.

With $\hbar^2/2m=0.03810$~eV\,nm$^2$, the coupling per unit $k$ is $2(0.03810)(12.360)=0.9418$~eV\,nm. The second band alone gives
\begin{align}
A&\approx0.0381+\frac{0.9418^2}{1.2751}=0.734\ \text{eV\,nm}^2,\\
g&\approx\frac{0.9418^2}{1.2751^2}=0.546\ \text{nm}^2 .
\end{align}
The sums over all bands in the calculation give $A=0.7335$~eV\,nm$^2$ and $g=0.5456$~nm$^2$. Hence $m^*/m=0.0381/0.7335=0.052$ and $\sqrt g=0.74$~nm. The quartic coefficient is $-0.377$~eV\,nm$^4$, against $-0.422$~eV\,nm$^4$ from the two-band estimate. Most of that difference arises because the estimate counts the free-electron part of $A$ as interband coupling. Kept in the Hamiltonian, this quartic term would make the kinetic energy negative beyond $k=\sqrt{0.7335/0.377}\approx1.4$~nm$^{-1}$.

The two uses of slow variation can be compared here. For a Gaussian $U$, with $k-k'=0.5$~nm$^{-1}$, keeping only $G=0$ in the matrix element within band $c$ causes an error, relative to the retained $G=0$ term, of 0.23 at width 0.10~nm, $3.3\times10^{-3}$ at 0.25~nm and $2.9\times10^{-9}$ at 0.50~nm. At this last width, however, $g/L^2=0.546/0.25=2.2$, so the second condition is not met for a state confined on that length. For such states the interband length of this model, and not the lattice period, sets the limit as $L$ is reduced. A weak narrow well whose bound state is much wider than the well is not judged by $g/L^2$: integration by parts moves the derivatives in $\langle F|U''|F\rangle$ onto $|F|^2$, and inside the well the envelope equation gives $(|F|^2)''\approx2U|F|^2/A$. The curvature term is then about $(g/A)\langle U^2\rangle$, which is of order $g\kappa/L$ relative to the kinetic energy, with $1/\kappa$ the decay length of the state. The quartic term has nearly the same size and the opposite sign, and is much larger than $T/E_g$ suggests, because the envelope equation also gives $\langle k^4\rangle=\int|F''|^2dx\approx\langle U^2\rangle/A^2$. In the two-band estimate the two terms are $\pm\langle U^2\rangle/E_g$ and cancel. With the coefficients of this model they are $0.744\langle U^2\rangle$ and $-0.700\langle U^2\rangle$ per eV, so the net correction is well below either term and $g\kappa/L$ overstates the error.

\subsection{Bound states in a Gaussian well}

The added potential is $U=-U_0e^{-x^2/2L^2}$, with $U_0=80$~meV at $L=8$~nm and $U_0$ scaled as $L^{-2}$. The reference is a plane-wave diagonalization of the model crystal together with the well. It does not use the effective-mass approximation. In the table, $E_0$ and $E_1$ are the reference energies, measured from $E_c$ in meV, and $\delta$ is the reference energy minus the envelope energy.

\begin{center}
\begin{tabular}{rrrrr}
$L$ (nm) & $E_0$ & $\delta_0$ & $E_1$ & $\delta_1$\\
4 & $-242.10$ & $0.915$ & $-116.11$ & $-7.154$\\
8 & $-60.70$ & $0.055$ & $-27.74$ & $-0.497$\\
16 & $-15.18$ & $0.0034$ & $-6.84$ & $-0.0320$\\
32 & $-3.80$ & $0.0002$ & $-1.70$ & $-0.0020$
\end{tabular}
\end{center}

At $L=8$~nm the corrections of Eq.~\eqref{eq:dE}, quartic term first, are
\begin{align}
\delta E_0&=-0.1681+0.2226\approx0.054\ \text{meV},\\
\delta E_1&=-0.547+0.030=-0.517\ \text{meV}.
\end{align}
Subtracted from the errors $\delta_0=0.0551$ and $\delta_1=-0.497$~meV, they leave remainders of 0.00065 and 0.019~meV. The ground state is accurate partly because its two corrections nearly cancel. Each is two to three percent of its kinetic energy of 8.54~meV, while the net error is 0.6 percent. Agreement for the ground state alone would therefore give too favourable a picture of the approximation.

The excited state shows little cancellation. The curvature of the well,
\begin{equation}
U''=\frac{U_0}{L^2}\left(1-\frac{x^2}{L^2}\right)e^{-x^2/2L^2},
\end{equation}
is positive for $|x|<L$ and negative outside. The excited state vanishes at the centre and samples both regions, so its curvature term is small. Its error is 2.5 percent of its kinetic energy of 20.2~meV, although $T/E_g$ is 0.016. The factor $\langle k^4\rangle/\langle k^2\rangle^2$, here about 1.9, raises the estimate of Eq.~\eqref{eq:twoband} to 0.030; the smaller true quartic coefficient reduces this to 0.027, and the curvature term and the remainder to 0.025. At $L=4$~nm the error reaches 6 percent of the binding energy.

From $L=16$ to 32~nm the excited-state error falls by a factor of 15.9, and the remainder after both corrections by 63.5. The expected factors are $2^4=16$ and $2^6=64$. The weight outside band $c$ at $L=8$~nm is 0.0064 for the ground state and 0.0144 for the excited state; Eq.~\eqref{eq:weight} gives 0.0064 and 0.0150. The numerical check tests these scaling laws, the admixed weight at the two larger lengths, and the band coefficients against finite differences.

\subsection{Choosing the level of description}

In an implementation, $m^*$, $g_{ij}$ and $Q$ are obtained once from the crystal. After solving Eq.~\eqref{eq:ema}, the two parts of Eq.~\eqref{eq:dE} should be evaluated separately for each state of interest. If each is below the required accuracy, the single-band result can stand. If they matter but remain small compared with the kinetic energy, their sum can be added. If either is comparable with the kinetic energy, the expansion in powers of $k$ has failed and Eq.~\eqref{eq:dE} should not be used. When a nearby band is the source of the large terms, it has to be treated together with $c$. When only the quartic part is large and the band is far from all others, a single band with its full dispersion removes the quartic error but leaves the curvature term, which must still be below the required accuracy.

These estimates assume a smooth $U$ whose variation is small compared with $E_g$. They do not cover an abrupt interface, where the dropped Fourier components decay as a power and $\partial_i\partial_jU$ is singular. Nor do they cover a change of material, because the derivation uses one set of functions $u_n$ throughout space. A position-dependent mass and its matching conditions therefore do not follow from Eq.~\eqref{eq:ema}; they need a separate derivation.

\section*{Computed results}
\begin{verbatim}
hbar^2/2m = 0.038100 eV nm^2
a = 0.50 nm, V1 = 2.0 eV, V2 = 1.0 eV
band edge E_c = 6.73372 eV, gap = 1.27509 eV
|p_cv|/hbar = 12.3598 1/nm
m_eff/m = 0.05195, A2 = 0.73345 eV nm^2
A2 from band differences = 0.73345 eV nm^2
c4 = -0.37662, by differences -0.37581 eV nm^4
two-band estimate -A2^2/gap = -0.42189 eV nm^4
g = 0.54559, by overlaps 0.54559 nm^2
sqrt(g) = 0.7386 nm
two-band estimate A2/gap = 0.57521 nm^2
Umklapp test at q = 0.5 1/nm, relative error:
  Gaussian width 0.10 nm: 2.32e-01
  Gaussian width 0.25 nm: 3.30e-03
  Gaussian width 0.50 nm: 2.86e-09
Bound energies from E_c, in meV (state 0, state 1):
 L = 4 nm, U0 = 320.00 meV, g/L^2 = 3.41e-02
  0: full -242.09838, envelope -243.01357, error 0.91518
  1: full -116.11309, envelope -108.95863, error -7.15446
 L = 8 nm, U0 = 80.00 meV, g/L^2 = 8.52e-03
  0: full -60.69831, envelope -60.75339, error 0.05508
  1: full -27.73671, envelope -27.23966, error -0.49705
 L = 16 nm, U0 = 20.00 meV, g/L^2 = 2.13e-03
  0: full -15.18494, envelope -15.18835, error 0.00341
  1: full -6.84188, envelope -6.80991, error -0.03197
 L = 32 nm, U0 = 5.00 meV, g/L^2 = 5.33e-04
  0: full -3.79687, envelope -3.79709, error 0.00021
  1: full -1.70449, envelope -1.70248, error -0.00201
Corrections at L = 8 nm, in meV:
  0: kinetic 8.5403, quartic -0.1681, curvature 0.2226
     remainder 0.00065 meV, kinetic/gap 0.00670
     |quartic|/kinetic 0.01969, |curvature|/kinetic 0.02606
     other-band weight 0.00642, formula 0.00635
  1: kinetic 20.2105, quartic -0.5465, curvature 0.0300
     remainder 0.01949 meV, kinetic/gap 0.01585
     |quartic|/kinetic 0.02704, |curvature|/kinetic 0.00148
     other-band weight 0.01438, formula 0.01503
State 1, L = 16 nm value over L = 32 nm value:
  error ratio 15.883, remainder ratio 63.48
\end{verbatim}
